# Photocurrent doubling and its loss to second-hole capture, part 1

(Sections cited here and not found follow in the second part.)

## First half: counting charges and solving the steady state

Q: You say that an illuminated n-type electrode can send two electrons round the circuit for one absorbed photon. A photon makes one electron–hole pair. Where does the second electron come from?

A: From a molecule in the solution. Let the electrode be n-type and in depletion, so that the field near its surface drives holes to the surface and electrons to the back contact. Let the solution contain a donor R that loses two electrons in two steps. The hole takes the first one:

$$\mathrm{R}+h^+\to \mathrm{X}.$$

The intermediate X may be a strong enough reducing agent to put its own second electron into the conduction band:

$$\mathrm{X}\to \mathrm{P}+e^- .$$

P is the stable product, and protons are left out because they do not enter the count. The photon supplied one pair. The second electron carries chemical energy that was stored in R.

Q: With energetic light, could the photon not have made two pairs?

A: That needs at least twice the band gap. The electrode considered in the second half has a gap of about 3.2 eV and the light has 3.8 eV per photon, so two pairs are excluded by energy.

Q: What must be true of X for injection to happen?

A: Its electron must lie above the conduction-band edge at the surface, and the field must carry the injected electron inward before something at the surface captures it. I assume both. If the level of X lies well below the edge, X waits for another hole and there is no doubling.

Q: Another hole. So X has a second way out.

A: Yes:

$$\mathrm{X}+h^+\to \mathrm{P}.$$

The product is the same, but no electron enters the band. The question is how the two exits share the intermediates as the light grows stronger.

Q: Before any rates, define the yield. People divide by incident photons, absorbed photons or collected holes.

A: Let $J$ be the number of holes that reach the surface per unit area and time. The quantum yield $\Phi$ is the number of electrons passing through the outer circuit per such hole. If a fraction $\eta$ of the absorbed photons delivers a hole to the surface, the yield per absorbed photon is $\eta\Phi$. Losses inside the semiconductor belong to $\eta$, and the surface chemistry belongs to $\Phi$.

Q: Then write the current. I want to see that nothing is counted twice.

A: Let $x$ be the number of intermediates per unit area and $k_i$ the injection rate per intermediate. Every hole that reaches the surface has left its partner electron behind, and that electron goes to the back contact. This gives an electron flux $J$. Injection adds $k_i x$. Hence

$$\Phi=1+\frac{k_i x}{J}. \tag{1}$$

The same current can be counted at the interface. Let $p$ be the density of surface holes per unit area, $k_1p$ the rate of first captures and $k_2px$ the rate of second captures. Positive charge leaves the electrode in both captures, and negative charge enters it in injection, so the charge flux is $k_1p+k_2px+k_ix$. In a steady state the holes consumed equal the holes arriving, $k_1p+k_2px=J$, and the two counts agree.

Q: The second captures add to the current at the interface. Why do they lower the yield?

A: They use up a hole that had to be supplied by a photon. Follow the molecules. In a steady state let $u$ be the rate of first captures per unit area. Of the intermediates so formed, let a fraction $f$ take a second hole and the rest, $1-f$, inject. The holes used are

$$J=u+fu=u(1+f).$$

The electrons in the circuit are the $J$ photogenerated ones and the $(1-f)u$ injected ones:

$$J+(1-f)u=u(1+f)+u(1-f)=2u .$$

Dividing the second line by the first gives

$$\Phi=\frac{2}{1+f}. \tag{2}$$

Each molecule gives up two electrons whichever exit it takes. What changes is its price in holes, which is one if X injects and two if X captures.

Q: So analysing the product would tell me which exit was taken?

A: Not by itself. The product forms at the rate $u$ and the current is $2u$ electrons, so there is one product molecule per two electrons for every value of $f$. The number of holes has to be known as well.

Q: Equation (2) looks too general. You have said nothing about how fast the first step is.

A: It does not depend on that. It needs a steady state, two exits for X and no other loss of holes. The rate law of the first capture can be anything, though it will influence the value of $f$. A case is worked in the second half in which X blocks the sites where R reacts.

Q: Equation (2) gives two for $f=0$ and one for $f=1$, but that only restates the question. Why should $f$ change with light?

A: Because injection needs nothing but X, while second capture needs a hole too. Per intermediate, the rate of injection is $k_i$ and the rate of second capture is $k_2p$. Therefore

$$f=\frac{k_2p}{k_i+k_2p}. \tag{3}$$

If more light raises $p$, it raises $f$. That $p$ does rise has to be shown, since the holes are also consumed faster when X is abundant.

Q: Then give me the balances, with their assumptions.

A: The donor is plentiful, so its concentration is absorbed in $k_1$. Holes and intermediates are well mixed over the surface, so that they meet at a rate proportional to the product of their mean densities; this is a mean-field assumption. The three rate constants do not depend on $J$. Holes do not recombine at the surface or oxidise the solvent, and X has no third exit. Then

$$\frac{dp}{dt}=J-k_1p-k_2px, \tag{4}$$

$$\frac{dx}{dt}=k_1p-k_ix-k_2px. \tag{5}$$

With areal densities in cm$^{-2}$, $k_1$ and $k_i$ are in s$^{-1}$ and $k_2$ is in cm$^2$ s$^{-1}$.

Q: Three constants and a flux. How many of them matter?

A: For the yield, one combination. Measure $p$ by the ratio of the two exits,

$$y=\frac{k_2p}{k_i},\qquad p=\frac{k_i}{k_2}\,y .$$

Set (5) to zero. Then $k_1p=x(k_i+k_2p)=xk_i(1+y)$, and

$$x=\frac{k_1p}{k_i(1+y)}=\frac{k_1}{k_2}\,\frac{y}{1+y}. \tag{6}$$

Set (4) to zero, take out $k_1p$, and use (6) for $k_2x/k_1$:

$$J=k_1p\left(1+\frac{k_2x}{k_1}\right)=\frac{k_1k_i}{k_2}\,y\left(1+\frac{y}{1+y}\right)=\frac{k_1k_i}{k_2}\,\frac{y(1+2y)}{1+y}.$$

The prefactor is a flux. Call it $J_*$, and measure the hole flux by it:

$$J_*=\frac{k_1k_i}{k_2},\qquad j=\frac{J}{J_*}=\frac{y(1+2y)}{1+y}. \tag{7}$$

Q: That is $j$ in terms of $y$, and I know $j$, not $y$.

A: Multiply (7) by $1+y$, which gives $j+jy=y+2y^2$, and collect the terms on one side:

$$2y^2+(1-j)y-j=0 .$$

The discriminant is

$$(1-j)^2+8j=1-2j+j^2+8j=1+6j+j^2 .$$

Write $S=\sqrt{1+6j+j^2}$. The product of the two roots is $-j/2$, which is negative, so one root is positive and the other negative. A density cannot be negative, and the positive root takes the plus sign:

$$y=\frac{j-1+S}{4}. \tag{8}$$

There is thus one physical steady state for each flux. Moreover $dS/dj=(3+j)/S$ is positive, so $y$ rises with $j$. This settles the earlier doubt: within this model the hole density does rise with light, and with it $f$.

Q: And the yield?

A: Divide the injected flux from (6) by the hole flux from (7):

$$\frac{k_ix}{J}=\frac{k_1k_i}{k_2}\,\frac{y}{1+y}\cdot\frac{k_2}{k_1k_i}\,\frac{1+y}{y(1+2y)}=\frac{1}{1+2y}.$$

From (8),

$$1+2y=1+\frac{j-1+S}{2}=\frac{1+j+S}{2}.$$

Equation (1) then becomes

$$\boxed{\;\Phi=1+\frac{2}{1+j+\sqrt{1+6j+j^2}}\;} \tag{9}$$

The denominator grows with $j$, so $\Phi$ falls steadily as the hole flux rises.

Q: Does it agree with your molecule count?

A: By (3), $f=y/(1+y)$. Then

$$\frac{2}{1+f}=\frac{2(1+y)}{1+2y}=1+\frac{1}{1+2y},$$

which is the same expression.

Q: Show me both ends. I do not trust a square root until I have expanded it.

A: In weak light $S=1+3j+O(j^2)$, so the denominator in (9) is $2+4j+O(j^2)$ and

$$\Phi=1+\frac{1}{1+2j+O(j^2)}=2-2j+O(j^2).$$

In strong light, take $j$ out of the root:

$$S=j\sqrt{1+\frac{6}{j}+\frac{1}{j^2}}=j+3+O(j^{-1}).$$

The denominator is $2j+4+O(j^{-1})$ and

$$\Phi=1+\frac1j+O(j^{-2}).$$

Between them, at $j=1$, $S=\sqrt8$ and $\Phi=1+1/(1+\sqrt2)=\sqrt2$.

Q: In weak light $f$ is about $j$. A fraction $j$ of the intermediates fails to inject, yet the yield drops by $2j$. Why twice?

A: A second capture costs twice. One injection is lost, and one hole is spent that would otherwise have started a new molecule. Expanding (2) for small $f$ gives the same factor, $\Phi\approx2-2f$.

Q: And the $1/j$ at the other end?

A: Look at (6). As $y$ grows, $x$ does not grow without limit but approaches $k_1/k_2$. There the first and second captures run at equal rates, $k_1p=k_2px$, and injection is a small leak. The injected flux therefore approaches a ceiling,

$$k_ix\to\frac{k_1k_i}{k_2}=J_* .$$

This is the meaning of $J_*$. The holes keep increasing while the injected flux does not, so its share falls as $J_*/J=1/j$. The total electron flux $J\Phi$ starts as $2J$ and ends as $J+J_*$. A plot of current density against hole flux therefore has slope $2e$ at first and slope $e$ later, and the upper straight part, extended back to $J=0$, meets the current axis at $eJ_*$, with $e$ the elementary charge. The approach is slow: the tangent at $j=10$ meets the axis at $0.72\,eJ_*$ and the tangent at $j=100$ at $0.96\,eJ_*$.

Q: You found a steady state. Will the surface go there?

A: Disturb $p$ and $x$ slightly and linearise (4) and (5). The matrix of derivatives is

$$M=\begin{pmatrix}-(k_1+k_2x)&-k_2p\\ k_1-k_2x&-(k_i+k_2p)\end{pmatrix}.$$

Its trace is negative. Its determinant is

$$\begin{aligned}\det M&=(k_1+k_2x)(k_i+k_2p)+k_2p(k_1-k_2x)\\&=k_1k_i+k_1k_2p+k_ik_2x+k_2^2px+k_1k_2p-k_2^2px\\&=k_1k_i+2k_1k_2p+k_ik_2x .\end{aligned}$$

This is positive. A two-by-two matrix with negative trace and positive determinant has eigenvalues with negative real parts, so small disturbances die out.

Q: Small ones. What about a surface that starts dark, or one crowded with X?

A: The linear argument does not cover those, so I integrated (4) and (5) in time. With $k_1=10^5$ s$^{-1}$, $k_i=10^4$ s$^{-1}$ and $k_2=10^{-7}$ cm$^2$ s$^{-1}$, I took eight values of $j$ from $10^{-3}$ to $10^3$. One start had $p=x=0$, and the other had $p=0$ and $x=5\times10^{13}$ cm$^{-2}$. After sixty injection times, $60/k_i$, the two runs gave the same yield to within $10^{-6}$, and it agreed with (9) to within $10^{-6}$.

Q: That solves the same mean-field equations. Holes and intermediates come in whole numbers.

A: I also counted them one by one. In a random simulation of a small patch, each arrival, capture and injection is a separate event. The patch area was chosen so that $10^7$ holes arrive per second, and 300,000 events were counted for each flux after a warm-up. For $j=0.1$, 1 and 10 the counted yields are 1.843, 1.412 and 1.084, while (9) gives 1.844, 1.414 and 1.084.

The patch is still well mixed, however, and it holds between about 50 and 850 particles of each kind. This shows that chance does not matter in a patch of that size; it does not test position. A well-mixed patch holding less than one hole on average departs from (9): at $j=1$ the yield is 1.425 for a mean of 0.7 holes and 1.516 for a mean of 0.08. If holes were trapped where they arrived and intermediates could not move, their encounters would not be given by $k_2px$ with mean densities, and (9) could fail. Equation (2) would survive, because it counts exits and not encounters.

## Second half: rival causes and a strontium titanate electrode

Q: Let me restate what I have accepted, so that I can attack it. Holes reach the surface at flux $J$. The surface carries $p$ holes and $x$ intermediates per unit area. First capture has the rate $k_1p$, injection $k_ix$ and second capture $k_2px$. The yield $\Phi$ is electrons in the circuit per hole reaching the surface.

A: And the results are these. If a fraction $f=k_2p/(k_i+k_2p)$ of the intermediates takes a second hole, then $\Phi=2/(1+f)$. With $J_*=k_1k_i/k_2$, $j=J/J_*$ and $y=k_2p/k_i$,

$$j=\frac{y(1+2y)}{1+y},\qquad \Phi=1+\frac{1}{1+2y}=1+\frac{2}{1+j+\sqrt{1+6j+j^2}} .$$

Q: If I measure a yield, can I get the rate constants?

A: You get one combination of them. Let $\delta=\Phi-1$ be the excess over one. From $\delta=1/(1+2y)$,

$$1+2y=\frac1\delta,\qquad y=\frac{1-\delta}{2\delta},\qquad 1+y=\frac{1+\delta}{2\delta}.$$

Put these into $j$:

$$j=\frac{1-\delta}{2\delta}\cdot\frac1\delta\cdot\frac{2\delta}{1+\delta}=\frac{1-\delta}{\delta(1+\delta)}. \tag{10}$$

A yield of 3/2 means $\delta=1/2$ and $j=(1/2)/(3/4)=2/3$. Since $J$ is known, (10) gives $J_*=J/j$, which is $k_1k_i/k_2$. Steady yields in this model cannot separate the three constants.

Q: Now the cause. You blame second-hole capture for the fall. Suppose I switch it off.

A: With $k_2=0$ the balances give $k_ix=k_1p=J$, so $\Phi=2$ at every flux. Integrating the rate equations with $k_2=0$ at $10^{14}$, $10^{16}$ and $10^{18}$ cm$^{-2}$ s$^{-1}$ gave two to within $10^{-6}$. Within this model the fall is due to second capture.

Within the model, the yield falls from two towards one as the hole flux rises, and second-hole capture is the cause. It remains to ask whether a measured yield can prove that cause, and to put numbers to a strontium titanate electrode, including the effects left out so far.
